# Can single-vector Lanczos tell me the degeneracy of a level?

## Question

I am computing the lowest states of one particle in an isotropic harmonic potential on a real-space grid. There are 12 points per axis, with spacing $a=0.5$ in units of $\sqrt{\hbar/m\omega}$, second-order finite differences, and zero values outside the cube. The eigensolver is plain Lanczos from one random vector, in double precision, without reorthogonalization.

The lowest level should be a single s state and the next a threefold p level. I therefore expected one Ritz value at the first and three at the second. Counting the Ritz values within $10^{-8}\,\hbar\omega$ of each level, I get:

| steps | s | p |
|---:|---:|---:|
| 60 | 1 | 1 |
| 120 | 2 | 2 |
| 200 | 4 | 4 |
| 300 | 7 | 6 |
| 480 | 11 | 9 |

Is there a number of steps at which the count is the degeneracy? If not, what are these repeated values, and how should I find the multiplicity?

## Answer

No number of steps makes that count a measure of degeneracy. Without rounding, your method would find one vector in the p level, however long it ran. The repeats come from round-off, and the s level, which has no partner state, collects them too.

### The p level really is threefold on your grid

In units of $\hbar\omega$, the one-axis matrix $h$ has diagonal elements $1/a^2+x^2/2$ and nearest-neighbour elements $-1/(2a^2)$. The full Hamiltonian is the sum of one such matrix per axis, so products of one-axis eigenvectors form a complete set of eigenvectors, with eigenvalues $e_i+e_j+e_k$. The two lowest one-axis values are $e_0=0.4922$ and $e_1=1.4615$, which give

$$E_s=3e_0=1.4766,\qquad E_p=2e_0+e_1=2.4459 .$$

The excitation $e_1$ can sit on any of the three axes, so the p level has three orthogonal states with the same energy. The discretization shifts the levels from their continuum values 1.5 and 2.5, but it does not split this one.

### What one starting vector can reach

Let $H$ be real and symmetric, with distinct eigenvalues $\lambda_i$, multiplicities $g_i$ and orthogonal projectors $P_i$ onto the eigenspaces. Split the starting vector as

$$v=\sum_i w_i,\qquad w_i=P_iv .$$

Since $Hw_i=\lambda_iw_i$, a polynomial $f$ in $H$ acts as

$$f(H)v=\sum_i f(\lambda_i)\,w_i .$$

Every vector that Lanczos builds has this form. Within eigenspace $i$ the polynomial changes the length of $w_i$ and possibly its sign, but it cannot turn it. The other $g_i-1$ directions are out of reach.

Let $s$ be the number of nonzero $w_i$. The vectors $v,Hv,\dots,H^{s-1}v$ are linearly independent. Indeed, if a combination of them vanishes, then $\sum_i f(\lambda_i)w_i=0$ for some $f$ of degree at most $s-1$. The $w_i$ are mutually orthogonal, so $f$ vanishes at $s$ different points and must be zero. The Krylov space therefore grows to dimension $s$, where it equals the span of the $w_i$, and then stops.

Which eigenvectors does that final space contain? Put $x=\sum_i x_iw_i$ into $Hx=\lambda x$. Comparing coefficients gives $(\lambda_i-\lambda)x_i=0$, so a single $x_i$ survives. There is one eigenvector per eigenspace touched by $v$, namely $P_iv/|P_iv|$.

Your run shows this before round-off interferes. For a random unit start vector on this grid, the p projection has length 0.04688 and direction

$$(p_x,p_y,p_z)=(-0.8927,\;0.2723,\;-0.3591).$$

The p Ritz vector after 60 steps has the same three components to five decimals. It is a correct eigenvector, but its orientation was chosen by the random start, not by the physics.

### The tridiagonal matrix cannot have a double eigenvalue

Let $q_1,q_2,\dots$ be the orthonormal Lanczos vectors. $Hq_i$ lies in the span of $q_1,\dots,q_{i+1}$, so for $i<j-1$

$$q_i^TH q_j=(Hq_i)^Tq_j=0 .$$

Three terms remain:

$$Hq_j=\beta_{j-1}q_{j-1}+\alpha_jq_j+\beta_jq_{j+1}.$$

The coefficients form a tridiagonal matrix $T$ with nonzero off-diagonal elements $\beta_j$ until termination. Write out $Ty=\theta y$ row by row:

$$\beta_1y_2=(\theta-\alpha_1)y_1,\qquad \beta_jy_{j+1}=(\theta-\alpha_j)y_j-\beta_{j-1}y_{j-1}.$$

The first component fixes all the others, and $y_1=0$ forces $y=0$. If two eigenvectors shared the same $\theta$, a combination of them would have zero first component and would vanish, so the two are proportional. Each eigenvalue of $T$ is simple.

This argument uses nothing but $\beta_j\neq0$, so it also covers the $T$ of your finite-precision run. Your eleven "equal" s values are eleven different eigenvalues of $T$, too close together for your window to separate.

### A case without any rounding

Take three points per axis, $x=-1,0,1$, with spacing 1. Then

$$h=\begin{pmatrix}3/2&-1/2&0\\-1/2&1&-1/2\\0&-1/2&3/2\end{pmatrix},$$

and direct multiplication confirms the eigenpairs

$$\tfrac12:(1,2,1),\qquad \tfrac32:(1,0,-1),\qquad 2:(1,-1,1).$$

The 27 states fall into nine levels, $1.5,\,2.5,\,3,\,3.5,\,4,\,4.5,\,5,\,5.5,\,6$, with multiplicities $1,3,3,3,6,4,3,3,1$. The fourfold level is partly accidental: $\tfrac12+2+2$ in three orders and $\tfrac32+\tfrac32+\tfrac32$ both give 4.5.

In rational arithmetic, Lanczos from a generic integer vector ends after 9 steps with a vector that is identically zero. All nine levels are eigenvalues of $T$, each once.

A symmetric start does worse. The all-ones vector is a product of three factors $(1,1,1)$, and $(1,1,1)$ is orthogonal to $(1,0,-1)$. Any product state containing the odd factor is therefore missing from the start. What remains are sums of $\tfrac12$ and $2$, namely $1.5,\,3,\,4.5,\,6$, and the rational run ends after 4 steps with these values. The p level at 2.5 is not found even once.

### Where the repeats come from

In floating-point arithmetic each step carries a small error $f_j$:

$$\beta_jq_{j+1}=Hq_j-\alpha_jq_j-\beta_{j-1}q_{j-1}+f_j .$$

Take any unit eigenvector $u$ with eigenvalue $\lambda$ and let $d_j=u^Tq_j$. Multiplying by $u^T$ and using $u^TH=\lambda u^T$ gives

$$\beta_jd_{j+1}=(\lambda-\alpha_j)d_j-\beta_{j-1}d_{j-1}+u^Tf_j .$$

Apart from the error term, this recurrence is the same for every $u$ in the eigenspace.

Consider first a run without rounding, with its own coefficients $\alpha_j,\beta_j$, and let $c_j$ be its component along $u_0=P_iv/|P_iv|$. Once the Ritz vector $Q_my$ has converged to $u_0$, where $Q_m$ has columns $q_1,\dots,q_m$, orthogonality of later $q_j$ to those columns gives

$$|c_j|=|(u_0-Q_my)^Tq_j|\le\|u_0-Q_my\| ,\qquad j>m .$$

So convergence means that $c_j$ becomes small. To see what this does to noise, compare $c_j$ with another solution $d_j$ of the error-free recurrence. Multiply the equation for $c$ by $d_j$, the one for $d$ by $c_j$, and subtract. The terms with $\lambda-\alpha_j$ cancel:

$$\beta_j(c_{j+1}d_j-c_jd_{j+1})=\beta_{j-1}(c_jd_{j-1}-c_{j-1}d_j).$$

The left side is thus independent of $j$. Now let an error $\varepsilon=u^Tf_k$ enter at step $k$, and follow its contribution alone: $d_k=0$ and $d_{k+1}=\varepsilon/\beta_k$. The constant is then $-c_k\varepsilon$, and for every later step

$$\max(|d_j|,|d_{j+1}|)\;\ge\;\frac{|\varepsilon|\,|c_k|}{\beta_j\,(|c_j|+|c_{j+1}|)} .$$

As the wanted component decays, the noise must grow in inverse proportion or faster. By the step at which $c_j$ has fallen by about sixteen powers of ten, an error in the last digit of double precision can reach order one. In the double-precision run itself the component along $u_0$ does not fall that far: roughly half way down, on a logarithmic scale, it meets the growing noise and rises with it. Lanczos then behaves as though the level had been put back into the starting vector, and a new Ritz value moves to it. Convergence itself prepares the next copy.

To check that round-off is the cause, I ran the same recurrence from the same start with 1000 binary places, still without reorthogonalization. After 200 steps:

- In double precision the last vector overlaps an earlier one by as much as 0.43, and the counts are 4 and 4.
- With 1000 binary places the largest overlap is $8\times10^{-215}$, and the counts are 1 and 1.

The last binary place is $2^{-1000}\approx10^{-301}$, so even here the noise has been amplified by some 87 powers of ten. It simply started low enough.

### Not every repeat in the p level is a ghost

The noise recurrence holds for $u_0$, which was already found, and equally for the two p directions orthogonal to $u_0$, which were absent from $v$. Noise along $u_0$ alone would make a ghost, a second copy of a known vector. Noise along a missing direction brings in a new state. Rounding generally produces both at once, so a repeated p Ritz vector is usually a mixture.

The Ritz values do not show whether new directions have appeared, but the Ritz vectors do. Collect those belonging to one level as the columns of a matrix $Z$ and compute its singular values. This is safer than comparing vectors in pairs, because the eigenvectors of $T$ for nearly equal eigenvalues are easily mixed by rounding, while an orthogonal mixing of columns leaves the singular values unchanged. After 480 steps:

- The eleven s vectors give 3.32, and then $10^{-11}$. Eleven parallel unit vectors would give $\sqrt{11}=3.32$. There is one state, repeated.
- The nine p vectors give 2.98, 0.332 and 0.110, and then $2\times10^{-14}$. They span three directions.

The squares of the p values add up to $8.9+0.11+0.01\approx9.0$, as for nine unit vectors, and 99% of that sum lies along one direction. These proportions depend on the details of the rounding and can change even when the same start is run with the operations in a different order. What matters is the rank.

The rank, three, is the true multiplicity here, whereas the count is nine. In general the rank is a lower bound on $g_i$, provided that you count only singular values well above the errors of the Ritz vectors. Incompletely converged vectors leave small nonzero values that are not new states. A missing direction $u$ can appear only if $u^Tf_j\neq0$ at some step, and only after that noise has been amplified. If the rounding errors happen to respect a symmetry that excludes $u$, nothing seeds it.

### What full reorthogonalization changes

If each new vector is orthogonalized against all earlier ones, the counts at 60, 120, 200, 300 and 480 steps become 1, 1, 1, 1, 1 for s and 1, 2, 3, 3, 3 for p. The ghosts are gone, yet the p count still rises, because projecting out the earlier vectors does not remove noise in a direction they do not contain.

The count now has a ceiling. Let $x_1,\dots,x_k$ be orthonormal Ritz vectors with residuals $\|(H-\lambda)x_i\|\le r$, and let $\Delta$ be the distance from $\lambda$ to the nearest other eigenvalue. The part of $x_i$ outside the eigenspace is multiplied by at least $\Delta$ in the residual, so $\|(1-P)x_i\|\le r/\Delta$. Hence

$$k\left(1-\frac{r^2}{\Delta^2}\right)\le\sum_{i=1}^k\|Px_i\|^2\le\operatorname{tr}P=g .$$

For $r^2/\Delta^2<1/(g+1)$ this excludes $k=g+1$. Plain Lanczos escapes the bound because its Ritz vectors are no longer orthonormal.

So this run does end at the right answer, but it gets there by way of rounding errors. At 120 steps it reports two p states, both of them good eigenvectors, and nothing in the output says that a third is missing.

### How to find the multiplicity on purpose

Start from a block $X$ of $b$ random vectors. The argument for one vector applies to each column, so the reachable part of eigenspace $i$ is the span of the columns of $P_iX$, of dimension at most $\min(g_i,b)$. For independent Gaussian entries, $P_iX$ is a $g_i\times b$ Gaussian matrix in an orthonormal basis of the eigenspace, and the maximum is reached with probability one.

On the 27-point grid, widths 1, 2 and 3 should give total dimensions

$$9,\qquad 1+7\times2+1=16,\qquad 1+7\times3+1=23 ,$$

and the ranks found in rational arithmetic are 9, 16 and 23. The four states still missing at width 3 are one from the fourfold level and three from the sixfold level.

On your grid, a block of width 3 with full reorthogonalization gives one s value and three p values after 60 block steps, with 180 basis vectors. The single-vector run of 60 steps had one p value.

A converged count equal to the block width is still just a lower bound: until round-off seeds further directions, width 3 would also return three for a fivefold level. Increase $b$ until the count stays below it. For a random start, three values from a block of width 4 indicate a threefold level once every copy the block can reach has converged. The copies need not converge at the same step, so check that the count stays at three as the run continues.

If you prefer single vectors, use locking. Converge one p vector $u_0$, then restart from a new random vector with $u_0$ projected out, and repeat that projection at every step, since noise along $u_0$ would otherwise grow back. Each restart finds a direction orthogonal to those already locked. When the level no longer appears, its eigenspace is exhausted.

### Levels that are almost degenerate

Suppose a weak perturbation splits the p level into three separate levels, with spacings of order $\delta$. In exact arithmetic one vector can now find all three states, provided that it overlaps each of them. Whether it does so within a given number of steps depends on $\delta$: the perturbation enters the recurrence above as an error term of order $\delta$, which has to be amplified before the extra states appear. As long as the $\beta_j$ stay away from zero, the first $m$ coefficients $\alpha_j,\beta_j$ depend continuously on $H$. For fixed $m$ and $\delta\to0$, the Ritz values therefore tend to those of the degenerate problem, with its single p vector. In exact arithmetic, a small enough $\delta$ thus leaves the extra states missing for a chosen $m$, with nothing in the output to say so. In double precision a very small $\delta$ gives the behaviour of the degenerate run above: the extra states arrive only once round-off has been amplified, so a short run lacks them and a long one may have them. A tiny symmetry-breaking term gives no guarantee of the kind a block gives.

### Why the count matters physically

Put eight noninteracting spin-½ fermions into your potential. The correct filling has two in the s state and six in the p states:

$$2(1.4766)+6(2.4459)=17.63\;\hbar\omega .$$

If you fill the list from your 200-step run from the bottom, its four s values take all eight particles, and the energy is $8(1.4766)=11.81\,\hbar\omega$. This lies below the true ground-state energy because the same orbital has been occupied four times over, against the Pauli principle. The 60-step list errs the other way: it offers one p orbital for two particles and sends the other four to higher levels. Before filling any shell, check that the orbitals are linearly independent and that each level is complete.

The numerical output below contains the full set of counts, singular values and overlaps.

## Numbers as computed

```
Small grid: points 27  distinct levels 9
  levels (hbar omega): 1.5 2.5 3.0 3.5 4.0 4.5 5.0 5.5 6.0
  multiplicities: 1 3 3 3 6 4 3 3 1
  exact Lanczos steps, generic start: 9
  exact Lanczos steps, all-ones start: 4
  levels found from all-ones start (hbar omega): 1.5 3.0 4.5 6.0
  exact Krylov dimension, block width 1, 2, 3: 9 16 23
Large grid: points 1728  spacing 0.5 sqrt(hbar/(m omega))
  one-axis e0, e1 (hbar omega): 0.492184 1.461516
  s level, p level (hbar omega): 1.476553 2.445885
  highest eigenvalue (hbar omega): 29.3098
  counting window around a level (hbar omega): 1e-08
Ritz values counted at the s and p levels
  steps | plain s, p | full reorthogonalization s, p
     60 | 1, 1 | 1, 1
    120 | 2, 2 | 1, 2
    200 | 4, 4 | 1, 3
    300 | 7, 6 | 1, 3
    480 | 11, 9 | 1, 3
Norm of the start vector's p projection: 0.04688
  its direction (px, py, pz): -0.89270 0.27232 -0.35908
  p Ritz vector after 60 steps:   -0.89270 0.27232 -0.35908
Singular values of repeated Ritz vectors, 480 steps (rank cut 0.01)
  plain, s: rank 1; values 3.32e+00 1.05e-11 3.05e-15 2.12e-15
  plain, p: rank 3; values 2.98e+00 3.32e-01 1.10e-01 2.33e-14
  full reorthogonalization, s: rank 1; values 1.00e+00
  full reorthogonalization, p: rank 3; values 1.00e+00 1.00e+00 1.00e+00
Plain recurrence, 200 steps, largest overlap of last vector with earlier
  double precision: 4.27e-01
  1000-bit fixed point: 8.06e-215
  1000-bit counts s, p: 1, 1
Block width 3, 60 block steps, basis size 180
  counts s, p: 1, 3
```
